**Inner-shell vacancies from orbital promotion in a close collision**

The program tests the vacancy cross section $\sigma=4\pi b_m^2[E_3(g)-E_3(2g)]$ for a promoted orbital that crosses one empty level at distance $R_x$. Here $b_m$ is the largest impact parameter that reaches the crossing, $g=2\pi h^2/(Fv_m)$, $h$ is the coupling, $F$ the slope of the configuration gap, $v_m$ the head-on radial speed at $R_x$, and $E_3$ an exponential integral. It asserts that the two-centre orbital solver agrees with independent atomic limits, and that direct propagation of the two-state equation reproduces the single-passage and phase-averaged double-passage probabilities. Further assertions compare the many-level formula with explicit population matrices, the radial speed and closest approach with integrated trajectories, the cross sections with quadrature, and the outgoing angle with vector kinematics. For the silicon-like model at 50 keV, the output gives $R_x=0.420$ angstrom, a head-on vacancy probability of 0.104 and a cross section of 0.092 angstrom². Coherent propagation along the trajectories gives 0.107 angstrom²; this value is printed as a measure of neglected effects and is not asserted to match the formula. The promoted level is extended linearly inside $R_x$, and direct escape into the continuum is left out.

## Numerical verification

```python
# RESULT UNDER TEST
# A promoted inner-shell orbital crosses an empty level at distance R_x.
# One passage keeps the promoted configuration with probability
#     p = exp(-2 pi h^2 / (F v_r)),
# a complete collision leaves a vacancy with phase-averaged probability
#     2 p (1-p), and the cross section is
#     sigma = 4 pi b_m^2 [E_3(g) - E_3(2g)],  b_m^2 = R_x^2 (1 - V(R_x)/E).
# h: coupling, F: slope of the configuration gap at R_x, v_r: radial speed,
# g: 2 pi h^2/(F v_m), v_m: radial speed at R_x for a head-on collision,
# V: internuclear potential, E: centre-of-mass energy, E_3: exponential integral.
# Internal calculations use atomic units. Promotion itself is computed from a
# two-centre screened one-electron Hamiltonian in spheroidal coordinates.
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_laguerre, eval_genlaguerre, expn

EV = pc["Hartree energy in eV"][0]
ANG = pc["Bohr radius"][0] * 1e10
AMU = pc["atomic mass constant"][0] / pc["electron mass"][0]
FS = pc["atomic unit of time"][0] * 1e15

# Chosen model inputs
Z = 14.0
mass_u = 28.0
a_screen = 0.24 / ANG
e_empty = -5.0 / EV
h = 5.0 / EV
E_lab = 50000.0 / EV
E_cm = E_lab / 2
mu = mass_u * AMU / 2
density = 0.05                  # atoms per cubic angstrom, rough
width_eV = 0.05                 # rough inner-shell vacancy width


def two_centre_levels(R, z1, z2, a, ells, n_rad=22):
    """Lowest sigma orbital energies for two screened centres."""
    gamma = 3.0
    x, w = np.polynomial.laguerre.laggauss(50)
    y, wy = np.polynomial.legendre.leggauss(36)
    ells = np.array(ells)
    L = np.array([eval_laguerre(n, x) for n in range(n_rad)])
    dL = np.array([np.zeros_like(x) if n == 0 else
                   -eval_genlaguerre(n - 1, 1, x) for n in range(n_rad)])
    D = dL - L / 2
    P = np.polynomial.legendre.legvander(y, int(ells.max()))[:, ells].T
    P = P * np.sqrt((2 * ells + 1) / 2)[:, None]
    scale = gamma * R
    xi = 1 + x / scale
    one = np.eye(len(ells))
    k_rad = (D * w * (xi**2 - 1)) @ D.T * scale
    i_rad = (L * w) @ L.T / scale
    x2 = (L * w * xi**2) @ L.T / scale
    eta2 = (P * wy * y**2) @ P.T
    kinetic = R / 4 * (np.kron(k_rad, one)
                       + np.kron(i_rad, np.diag(ells * (ells + 1.0))))
    overlap = (R / 2)**3 * (np.kron(x2, one) - np.kron(i_rad, eta2))
    X, Y = xi[:, None], y[None, :]
    field = -(R / 2)**2 * (
        z1 * (X - Y) * np.exp(-R * (X + Y) / (2 * a))
        + z2 * (X + Y) * np.exp(-R * (X - Y) / (2 * a)))
    weights = (field * w[:, None] * wy[None, :] / scale).ravel()
    phi = (L[:, None, :, None] * P[None, :, None, :]).reshape(
        n_rad * len(ells), -1)
    potential = (phi * weights) @ phi.T
    ham = kinetic + potential
    return eigh((ham + ham.T) / 2, (overlap + overlap.T) / 2,
                eigvals_only=True, subset_by_index=[0, 4])


def radial_p_levels(charge, a):
    """Independent finite-difference solution for atomic p orbitals."""
    step = 0.001
    r = step * np.arange(1, 12001)
    diagonal = 1 / step**2 + 1 / r**2 - charge * np.exp(-r / a) / r
    off = -0.5 / step**2 * np.ones(len(r) - 1)
    return eigh_tridiagonal(diagonal, off, eigvals_only=True,
                            select="i", select_range=(0, 1))


odd = np.arange(1, 22, 2)


def promoted(R, a=a_screen):
    return two_centre_levels(R, Z, Z, a, odd)[2]


def find_crossing(a):
    return brentq(lambda R: promoted(R, a) - e_empty, 0.05, 1.5 / ANG,
                  xtol=1e-6)


# Promotion: independent atomic limits
atom_2p = radial_p_levels(Z, a_screen)[0]
one_centre = two_centre_levels(0.5, Z, 0, a_screen, np.arange(12))[2]
assert abs(one_centre / atom_2p - 1) < 0.003
united_3p = radial_p_levels(2 * Z, a_screen)[1]
near_united = two_centre_levels(0.004, Z, Z, a_screen, odd)
assert abs(near_united[1] / united_3p - 1) < 0.01
unscreened = two_centre_levels(0.004, Z, Z, 1e9, odd)[2]
assert abs(unscreened / (-Z**2 / 8) - 1) < 0.01
assert near_united[2] > e_empty > atom_2p

table_R = np.array([0.05, 0.10, 0.20, 0.30, 0.40, 0.50, 0.70, 1.00, 1.50])
table_e = np.array([promoted(R / ANG) for R in table_R])
assert np.count_nonzero(np.diff(np.sign(table_e - e_empty))) == 1
R_x = find_crossing(a_screen)
dR = 0.01
F = -(promoted(R_x + dR) - promoted(R_x - dR)) / (2 * dR)
assert F > 0
larger = two_centre_levels(R_x, Z, Z, a_screen, np.arange(1, 26, 2), 26)[2]
assert abs(larger - e_empty) * EV < 0.1
Q = e_empty - atom_2p
assert abs((e_empty - table_e[-1]) / Q - 1) < 0.05

R_end = 1.5 / ANG
nodes = np.linspace(R_x, R_end, 24)
gap_nodes = e_empty - np.array([promoted(R) for R in nodes])
gap_curve = CubicSpline(nodes, gap_nodes, bc_type=((1, F), (2, 0.0)))


def gap(R):
    outside = gap_curve(np.clip(R, R_x, R_end))
    return np.where(R < R_x, F * (R - R_x), outside)


# Ziegler-Biersack-Littmark internuclear potential
coef = np.array([0.18175, 0.50986, 0.28022, 0.02817])
decay = np.array([3.19980, 0.94229, 0.40290, 0.20162])
a_nuc = 0.88534 / (2 * Z**0.23)


def V(R):
    R = np.asarray(R)
    return Z**2 / R * np.sum(
        coef * np.exp(-R[..., None] * decay / a_nuc), axis=-1)


def repulsion(R):
    ex = coef * np.exp(-R[..., None] * decay / a_nuc)
    return Z**2 * (ex.sum(-1) / R**2 + (ex * decay / a_nuc).sum(-1) / R)


V_x = float(V(R_x))
assert E_cm > V_x
v0 = np.sqrt(2 * E_cm / mu)
v_m = v0 * np.sqrt(1 - V_x / E_cm)
p_head = np.exp(-2 * np.pi * h**2 / (F * v_m))


# Two-state propagation; columns are independent collisions
def lower_vector(D):
    vec = np.array([D / 2 + np.sqrt(D**2 / 4 + h**2), -h + 0 * D])
    return vec / np.sqrt(np.sum(vec**2, axis=0))


def propagate(gaps, dt, state):
    c, d = state.astype(complex)
    for D in gaps:
        omega = np.sqrt(D**2 / 4 + h**2)
        co, si = np.cos(omega * dt), np.sin(omega * dt) / omega
        c, d = (co * c - 1j * si * (-D / 2 * c + h * d),
                co * d - 1j * si * (h * c + D / 2 * d))
    return np.array([c, d])


def upper_probability(state, D):
    low = lower_vector(D)
    return 1 - np.abs(np.sum(low * state, axis=0))**2


speeds = v_m * np.array([0.1, 0.3, 1.0, 3.0])
p_formula = np.exp(-2 * np.pi * h**2 / (F * speeds))
D0, count = 60 * h, 8000
sweep = D0 * (1 - 2 * (np.arange(count) + 0.5) / count)
dt_lz = 2 * D0 / (F * speeds * count)
start = lower_vector(D0 * np.ones(4))
middle = propagate(sweep[:, None] * np.ones(4), dt_lz, start)
p_numeric = upper_probability(middle, -D0 * np.ones(4))
assert np.max(np.abs(p_numeric - p_formula)) < 0.01
low = lower_vector(-D0 * np.ones(4))
up = np.array([-low[1], low[0]])
c_low, c_up = np.sum(low * middle, axis=0), np.sum(up * middle, axis=0)
phases = np.exp(2j * np.pi * np.arange(8) / 8)
restart = (low * c_low)[:, :, None] + (up * c_up)[:, :, None] * phases
final = propagate(sweep[::-1, None] * np.ones(32), np.repeat(dt_lz, 8),
                  restart.reshape(2, 32))
double_numeric = upper_probability(final, D0 * np.ones(32)).reshape(4, 8).mean(1)
assert np.max(np.abs(double_numeric - 2 * p_formula * (1 - p_formula))) < 0.015


# Many crossings: explicit population matrices
def explicit_vacancy(p, number):
    pop = np.zeros(number + 1)
    pop[0] = 1
    order = list(range(1, number + 1))
    for k in order + order[::-1]:
        matrix = np.eye(number + 1)
        matrix[np.ix_([0, k], [0, k])] = [[p, 1 - p], [1 - p, p]]
        pop = matrix @ pop
    return 1 - pop[0]


for number in (1, 3, 12):
    for p in (0.2, 0.7, 0.95):
        formula = 2 * p * (1 - p**(2 * number)) / (1 + p)
        assert abs(explicit_vacancy(p, number) - formula) < 1e-12
band_head = 1 - p_head**2
assert abs(explicit_vacancy(p_head**(1 / 200), 200) - band_head) < 0.02


# Classical trajectories, impact parameters b
u = (np.arange(120) + 0.5) / 120
b_max = 1.3 / ANG
b = b_max * u**2
area = 2 * np.pi * b * 2 * b_max * u / 120
pos = np.array([b.copy(), -4 * np.ones_like(b)])
radius = np.sqrt(np.sum(pos**2, axis=0))
vel = np.array([np.zeros_like(b), np.sqrt(2 * (E_cm - V(radius)) / mu)])
dt = 0.01
path = [radius]
acc = repulsion(radius) * pos / radius / mu
for _ in range(int(2.4 * 4 / v0 / dt)):
    vel = vel + acc * dt / 2
    pos = pos + vel * dt
    radius = np.sqrt(np.sum(pos**2, axis=0))
    acc = repulsion(radius) * pos / radius / mu
    vel = vel + acc * dt / 2
    path.append(radius)
path = np.array(path)
energy = mu * np.sum(vel**2, axis=0) / 2 + V(radius)
assert np.max(np.abs(energy / E_cm - 1)) < 0.002
assert radius.min() > R_end
b_m = R_x * np.sqrt(1 - V_x / E_cm)
j = np.argmin(np.abs(b - b_m / 2))
turn = brentq(lambda R: 1 - float(V(R)) / E_cm - b[j]**2 / R**2, 0.02, 4)
assert abs(path[:, j].min() / turn - 1) < 0.01
i = np.argmax(path[:, j] < R_x)
v_path = (path[i - 1, j] - path[i, j]) / dt
v_rule = v0 * np.sqrt(1 - V_x / E_cm - b[j]**2 / R_x**2)
assert abs(v_path / v_rule - 1) < 0.02
gaps = gap((path[1:] + path[:-1]) / 2)
end_state = propagate(gaps, dt, lower_vector(gap(path[0])))
P_coherent = upper_probability(end_state, gap(path[-1]))
sigma_coherent = np.sum(area * P_coherent) * ANG**2
outside_part = np.sum((area * P_coherent)[b > b_m]) * ANG**2
cos_cm = vel[1] / np.sqrt(np.sum(vel**2, axis=0))
nuclear_loss = density * np.sum(area * E_lab * (1 - cos_cm) / 2) * EV * ANG**2


# Cross sections
def sigma_formula(E, dense=False):
    if E <= V_x:
        return 0.0
    bm2 = R_x**2 * (1 - V_x / E)
    vm = np.sqrt(2 * (E - V_x) / mu)
    g = 2 * np.pi * h**2 / (F * vm)
    if dense:
        return np.pi * bm2 * (1 - 2 * expn(3, 2 * g)) * ANG**2
    return 4 * np.pi * bm2 * (expn(3, g) - expn(3, 2 * g)) * ANG**2


def integrand(impact, dense):
    inside = 1 - V_x / E_cm - impact**2 / R_x**2
    if inside <= 0:
        p = 0.0
    else:
        p = np.exp(-2 * np.pi * h**2 / (F * v0 * np.sqrt(inside)))
    prob = 1 - p**2 if dense else 2 * p * (1 - p)
    return 2 * np.pi * impact * prob


for dense in (False, True):
    direct = quad(integrand, 0, b_m, args=(dense,), limit=200)[0] * ANG**2
    assert abs(direct / sigma_formula(E_cm, dense) - 1) < 1e-5
sigma = sigma_formula(E_cm)
sigma_band = sigma_formula(E_cm, True)

# Equal-mass kinematics at centre-of-mass angle 90 degrees
w0 = np.sqrt(2 * E_lab)
w_out = w0 / 2 * np.sqrt(1 - Q / E_cm)
v1, v2 = np.array([w0 / 2, w_out]), np.array([w0 / 2, -w_out])
E1, E2 = v1 @ v1 / 2, v2 @ v2 / 2
cos_alpha = v1 @ v2 / np.sqrt((v1 @ v1) * (v2 @ v2))
assert abs(E1 + E2 + Q - E_lab) < 1e-9 * E_lab
assert abs(cos_alpha - Q / (2 * np.sqrt(E1 * E2))) < 1e-10
alpha = np.degrees(np.arccos(cos_alpha))

# Sizes of neglected effects
turn_head = brentq(lambda R: float(V(R)) - E_cm, 0.02, 4)
gap_inside = F * (R_x - turn_head)
time_inside = np.count_nonzero(path[:, 0] < R_x) * dt * FS
lifetime = FS / (width_eV / EV)
P_head = 2 * p_head * (1 - p_head)

print(f"Nuclear charge {Z:.0f}; atomic mass {mass_u:.0f} u")
print(f"Screening length {a_screen*ANG:.3f} angstrom")
print(f"Empty level {e_empty*EV:.1f} eV; coupling {h*EV:.1f} eV")
print(f"Lab energy {E_lab*EV:.0f} eV; centre-of-mass {E_cm*EV:.0f} eV")
print(f"Atomic 2p level, radial solver {atom_2p*EV:.2f} eV")
print(f"Atomic 2p level, two-centre solver {one_centre*EV:.2f} eV")
print(f"Unscreened united-atom level / separated {unscreened/(-Z**2/8):.4f}")
for R, e in zip(table_R, table_e):
    label = f"{e*EV:.2f} eV" if e < 0 else "unbound (continuum)"
    print(f"Promoted level at {R:.2f} angstrom: {label}")
print(f"Crossing distance R_x {R_x*ANG:.4f} angstrom")
print(f"Gap slope F {F*EV/ANG:.1f} eV/angstrom")
print(f"Vacancy excitation Q {Q*EV:.2f} eV")
print(f"Threshold: centre-of-mass {V_x*EV:.0f} eV; lab {2*V_x*EV:.0f} eV")
print(f"Initial relative speed {v0:.4f} a.u.; at R_x {v_m:.4f} a.u.")
print(f"Head-on p {p_head:.4f}; one-level vacancy probability {P_head:.4f}")
for s, pn, pf, dn in zip(speeds, p_numeric, p_formula, double_numeric):
    print(f"Speed {s:.4f} a.u.: p propagated {pn:.4f}, formula {pf:.4f}; "
          f"double {dn:.4f}")
print(f"Maximum contributing impact parameter {b_m*ANG:.4f} angstrom")
print(f"One-level cross section {sigma:.5f} angstrom^2")
for energy_eV in (10000, 20000, 100000, 200000):
    val = sigma_formula(energy_eV / EV / 2)
    print(f"Cross section at lab {energy_eV} eV: {val:.5f} angstrom^2")
print(f"Assumed rough atom density {density:.3f} angstrom^-3")
print(f"Mean vacancy loss {density*sigma*Q*EV:.5f} eV/angstrom")
print(f"Nuclear loss for b below {b_max*ANG:.1f} angstrom: "
      f"{nuclear_loss:.2f} eV/angstrom")
print(f"Outgoing angle with vacancy {alpha:.4f} degrees (elastic: 90)")
print(f"Dense-band head-on vacancy probability {band_head:.4f}")
print(f"Dense-band cross section {sigma_band:.5f} angstrom^2")
print(f"Coherent trajectory cross section {sigma_coherent:.5f} angstrom^2")
print(f"  part from b beyond crossing reach {outside_part:.5f} angstrom^2")
for factor in (0.95, 1.05):
    changed = find_crossing(factor * a_screen)
    print(f"Screening x {factor:.2f}: R_x {changed*ANG:.4f} angstrom, "
          f"lab threshold {2*float(V(changed))*EV:.0f} eV")
print(f"Two independent electrons: at least one vacancy {1-(1-P_head)**2:.4f}")
print(f"Head-on closest approach {turn_head*ANG:.4f} angstrom")
print(f"Extrapolated inner gap / collision energy {gap_inside/E_cm:.5f}")
print(f"Q / centre-of-mass energy {Q/E_cm:.5f}")
print(f"Time inside R_x {time_inside:.4f} fs")
print(f"Vacancy lifetime {lifetime:.1f} fs for rough width {width_eV:.2f} eV")
print("PASS")
```

Printed output:

```
Nuclear charge 14; atomic mass 28 u
Screening length 0.240 angstrom
Empty level -5.0 eV; coupling 5.0 eV
Lab energy 50000 eV; centre-of-mass 25000 eV
Atomic 2p level, radial solver -96.07 eV
Atomic 2p level, two-centre solver -96.07 eV
Unscreened united-atom level / separated 1.0002
Promoted level at 0.05 angstrom: unbound (continuum)
Promoted level at 0.10 angstrom: unbound (continuum)
Promoted level at 0.20 angstrom: unbound (continuum)
Promoted level at 0.30 angstrom: unbound (continuum)
Promoted level at 0.40 angstrom: unbound (continuum)
Promoted level at 0.50 angstrom: -51.66 eV
Promoted level at 0.70 angstrom: -91.97 eV
Promoted level at 1.00 angstrom: -96.82 eV
Promoted level at 1.50 angstrom: -96.26 eV
Crossing distance R_x 0.4200 angstrom
Gap slope F 727.2 eV/angstrom
Vacancy excitation Q 91.07 eV
Threshold: centre-of-mass 752 eV; lab 1505 eV
Initial relative speed 0.2683 a.u.; at R_x 0.2643 a.u.
Head-on p 0.9448; one-level vacancy probability 0.1043
Speed 0.0264 a.u.: p propagated 0.5669, formula 0.5668; double 0.4911
Speed 0.0793 a.u.: p propagated 0.8274, formula 0.8276; double 0.2857
Speed 0.2643 a.u.: p propagated 0.9444, formula 0.9448; double 0.1051
Speed 0.7928 a.u.: p propagated 0.9810, formula 0.9813; double 0.0373
Maximum contributing impact parameter 0.4136 angstrom
One-level cross section 0.09178 angstrom^2
Cross section at lab 10000 eV: 0.14636 angstrom^2
Cross section at lab 20000 eV: 0.12462 angstrom^2
Cross section at lab 100000 eV: 0.07006 angstrom^2
Cross section at lab 200000 eV: 0.05238 angstrom^2
Assumed rough atom density 0.050 angstrom^-3
Mean vacancy loss 0.41795 eV/angstrom
Nuclear loss for b below 1.3 angstrom: 34.37 eV/angstrom
Outgoing angle with vacancy 89.8954 degrees (elastic: 90)
Dense-band head-on vacancy probability 0.1073
Dense-band cross section 0.10031 angstrom^2
Coherent trajectory cross section 0.10749 angstrom^2
  part from b beyond crossing reach 0.00698 angstrom^2
Screening x 0.95: R_x 0.4595 angstrom, lab threshold 1185 eV
Screening x 1.05: R_x 0.3883 angstrom, lab threshold 1840 eV
Two independent electrons: at least one vacancy 0.1977
Head-on closest approach 0.0673 angstrom
Extrapolated inner gap / collision energy 0.01026
Q / centre-of-mass energy 0.00364
Time inside R_x 0.1480 fs
Vacancy lifetime 13.2 fs for rough width 0.05 eV
PASS
```
